# Hamiltonian, Overlap and Forces for PAW in an Atomic-Orbital Basis

Before relaxing a structure with PAW in an atomic-orbital basis, one has to decide which force terms the code must evaluate, and whether a larger basis makes any of them dispensable. Two kinds of term look alike in the matrices, because both contain derivatives of overlaps between orbitals and projectors. One comes from basis functions that travel with the atoms and vanishes once the basis spans the derivatives of its functions with respect to their centres; a larger basis that merely lowers the energy need not meet this condition. The other comes from projectors that travel with the atoms and stays. The aim here is to tell them apart.

## 1. Simple case: one orbital, a matrix that moves

Take one electron, a finite basis and matrices $H(\lambda)$, $S(\lambda)$ that depend on a nuclear coordinate $\lambda$. The orbital coefficients obey

$$Hc=\varepsilon Sc,\qquad c^\dagger Sc=1,\qquad \varepsilon=c^\dagger Hc .$$

Differentiate the energy and use the eigenvalue equation in the terms with $dc$:

$$d\varepsilon=c^\dagger dH\,c+\varepsilon\,(dc^\dagger Sc+c^\dagger S\,dc).$$

Differentiating the normalization gives $dc^\dagger Sc+c^\dagger S\,dc=-c^\dagger dS\,c$, so

$$d\varepsilon=c^\dagger(dH-\varepsilon\,dS)c. \tag{1}$$

The response $dc$ has dropped out.

**Limit: a change of normalization.** Multiply every basis function by $1+\eta$ with small $\eta$. Then $dH=2\eta H$ and $dS=2\eta S$, and (1) gives $2\eta(\varepsilon-\varepsilon)=0$. This is right, since the space spanned has not changed. Without the $dS$ term there would be a spurious energy change $2\eta\varepsilon$.

## 2. The PAW overlap

PAW writes the all-electron orbital $\psi$ through a smooth one, $\tilde\psi$. Around atom $a$, let $\phi_i$ be all-electron partial waves, $\tilde\phi_i$ smooth ones equal to them outside a sphere of radius $r_c$, and $p_i$ projectors confined to the sphere with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. With $\delta_i=\phi_i-\tilde\phi_i$,

$$|\psi\rangle=|\tilde\psi\rangle+\sum_{a,i}|\delta_i^a\rangle\langle p_i^a|\tilde\psi\rangle .$$

The spheres must not overlap, so products of $\delta$'s on different atoms vanish. For one atom, with $P_i=\langle p_i|\tilde\psi\rangle$,

$$\langle\psi|\psi\rangle=\langle\tilde\psi|\tilde\psi\rangle+\sum_i\left(\langle\tilde\psi|\delta_i\rangle P_i+P_i^*\langle\delta_i|\tilde\psi\rangle\right)+\sum_{ij}P_i^*\langle\delta_i|\delta_j\rangle P_j .$$

Inside the sphere write $\tilde\psi=\sum_j\tilde\phi_jP_j+\chi$, where $\chi$ is what the partial waves miss. The terms without $\chi$ contain

$$\langle\tilde\phi_i|\delta_j\rangle+\langle\delta_i|\tilde\phi_j\rangle+\langle\delta_i|\delta_j\rangle=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\equiv\Delta S_{ij}.$$

PAW drops the remainder $2\,\mathrm{Re}\sum_i\langle\chi|\delta_i\rangle P_i$, which is zero for a complete expansion. Now expand $\tilde\psi_n=\sum_\mu c_{\mu n}\Phi_\mu$ in atomic orbitals and set $P^a_{i\mu}=\langle p_i^a|\Phi_\mu\rangle$. The overlap matrix is

$$S_{\mu\nu}=\langle\Phi_\mu|\Phi_\nu\rangle+\sum_{a,ij}P^{a*}_{i\mu}\Delta S^a_{ij}P^a_{j\nu}. \tag{2}$$

Equivalently $S_{\mu\nu}=\langle\Phi_\mu|\tilde S|\Phi_\nu\rangle$ with $\tilde S=1+\sum|p_i\rangle\Delta S_{ij}\langle p_j|$. This operator is the metric, and it moves with the atoms even if the basis does not.

**Limit: norm-conserving waves.** If $\Delta S_{ij}=0$, the metric is the identity and cannot move.

## 3. From one electron to a density functional

Let $f_n$ be fixed occupations and define

$$\rho=\sum_nf_nc_nc_n^\dagger,\quad \tilde n=\sum_{\mu\nu}\rho_{\nu\mu}\Phi_\mu^*\Phi_\nu,\quad D^a=P^a\rho P^{a\dagger}.$$

The kinetic energy splits as the norm did, into a smooth part and an on-site part with $\Delta T_{ij}$, the difference of kinetic matrix elements inside the sphere. The Coulomb energy needs more care because it is long-ranged.

Write $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$. Let $n^a$ and $\tilde n^a$ be the densities built from $D^a$ with $\phi_i\phi_j$ and $\tilde\phi_i\tilde\phi_j$. Add localized compensation charges $\hat n^a=\sum_LQ^a_Lg^a_L$, with $Q^a_L=\mathrm{Tr}(D^a\Delta^a_L)$ chosen so that

$$\kappa^a=n^a-\tilde n^a-\hat n^a$$

has no multipole moments. Its potential then vanishes outside its sphere. With $N=\tilde n+\sum_a\hat n^a$, and dropping the terms with $\chi$ as in Section 2, the electron density is $n=\tilde n+\sum_a(n^a-\tilde n^a)=N+\sum_a\kappa^a$, and

$$(n|n)=(N|N)+\sum_a\left[2(N|\kappa^a)+(\kappa^a|\kappa^a)\right].$$

In sphere $a$ a complete expansion gives $N=N^a\equiv\tilde n^a+\hat n^a$. Completing the square yields

$$(n|n)=(N|N)+\sum_a\left[(n^a|n^a)-(N^a|N^a)\right].$$

A point nucleus is treated in the same way, as a smooth charge plus a difference without moments. A semilocal exchange-correlation energy splits sphere by sphere. The energy therefore has the form

$$E=\mathrm{Tr}(\rho T)+\tilde E[\tilde n,Q;R]+\sum_a\Delta E^a(D^a), \tag{3}$$

where $T_{\mu\nu}=\langle\Phi_\mu|-\hbar^2\nabla^2/2m|\Phi_\nu\rangle$ and $R$ denotes the centres of nuclei and compensation charges.

The Hamiltonian is defined by $dE=\mathrm{Tr}(H\,d\rho)$ at fixed geometry. Let $\tilde v=\delta\tilde E/\delta\tilde n$ and $u^a_L=\partial\tilde E/\partial Q^a_L$. Since $dD^a=P^ad\rho P^{a\dagger}$ and $dQ^a_L=\mathrm{Tr}(\Delta^a_LdD^a)$, the chain rule gives

$$H_{\mu\nu}=\langle\Phi_\mu|-\tfrac{\hbar^2}{2m}\nabla^2+\tilde v|\Phi_\nu\rangle+\sum_{a,ij}P^{a*}_{i\mu}\Delta H^a_{ij}P^a_{j\nu}, \tag{4}$$

$$\Delta H^a_{ij}=\frac{\partial\Delta E^a}{\partial D^a_{ji}}+\sum_Lu^a_L\Delta^a_{L,ij}.$$

The last term appears because a change in the orbital changes the compensation charge, which sits in the smooth potential.

**Limit: a constant potential.** Raise the potential by $v_0$ everywhere. The smooth part of $H$ gains $v_0\langle\Phi_\mu|\Phi_\nu\rangle$. The monopole term gives $\Delta H$ the amount $v_0\Delta S$. Hence $H\to H+v_0S$ and $\varepsilon\to\varepsilon+v_0$, as required. Leaving out $u^a_L$ would break this.

## 4. Three sets of centres

For several orbitals, (1) becomes

$$dE=dE|_\rho+\mathrm{Tr}(H\,d\rho)=dE|_\rho-\mathrm{Tr}(W\,dS),\quad W=\sum_nf_n\varepsilon_nc_nc_n^\dagger. \tag{5}$$

The second step is the one in Section 1, applied to each orbital with fixed $f_n$. It uses $Hc_n=\varepsilon_nSc_n$, so an unconverged density matrix leaves a force error of first order in its deviation.

Now give the basis functions centres $X$, the projectors centres $Y$ and the local charges centres $R$. In the molecule they coincide, but the minimized energy $E(X,Y,R)$ is defined even when they do not. The force on atom $a$ is

$$F_a=-\frac{\partial E}{\partial X_a}-\frac{\partial E}{\partial Y_a}-\frac{\partial E}{\partial R_a}.$$

The projection matrix changes in two ways, $dP_{i\mu}=\langle p_i|d\Phi_\mu\rangle+\langle dp_i|\Phi_\mu\rangle$. The first piece belongs to $X$, the second to $Y$.

**Moving the basis.** In the matrices each $\Phi_\mu$ appears as a bra in its row and as a ket in its column, and the two contributions to the energy derivative are complex conjugates. With $\tilde H=-\hbar^2\nabla^2/2m+\tilde v+\sum|p_i\rangle\Delta H_{ij}\langle p_j|$, (5) gives the Pulay force

$$F^{\rm Pulay}_a=-2\,\mathrm{Re}\sum_nf_n\sum_{\mu\in a}c_{\mu n}^*\langle\partial_a\Phi_\mu|\tilde H-\varepsilon_n\tilde S|\tilde\psi_n\rangle. \tag{6}$$

**Moving the projectors.** The basis overlaps, $T$ and $\tilde n$ stay fixed, and only $P^a$ changes:

$$F^{\rm proj}_a=-2\,\mathrm{Re}\sum_nf_n\sum_{ij}\langle\tilde\psi_n|\partial_ap_i^a\rangle(\Delta H^a_{ij}-\varepsilon_n\Delta S^a_{ij})\langle p_j^a|\tilde\psi_n\rangle. \tag{7}$$

The piece with $\Delta S$ is the force of the moving metric. It equals $\sum_nf_n\varepsilon_n\,\partial\langle\tilde\psi_n|\tilde S|\tilde\psi_n\rangle/\partial Y_a$ at fixed smooth orbitals.

**Moving the local charges.** What remains is $F^{\rm expl}_a=-\partial\tilde E/\partial R_a$ at fixed $\tilde n$ and $Q$.

In matrix form, (6) and (7) follow from $\sum_nf_nc_{\nu n}c^*_{\mu n}=\rho_{\nu\mu}$ and $\sum_nf_n\varepsilon_nc_{\nu n}c^*_{\mu n}=W_{\nu\mu}$:

$$F^{\rm Pulay}_a=-2\,\mathrm{Re}\sum_{\mu\in a,\nu}\langle\partial_a\Phi_\mu|\rho_{\nu\mu}\tilde H-W_{\nu\mu}\tilde S|\Phi_\nu\rangle,$$

$$F^{\rm proj}_a=-2\,\mathrm{Re}\sum_{\mu\nu,ij}(\partial_{Y_a}P^a_{i\mu})^*(\Delta H^a_{ij}\rho_{\nu\mu}-\Delta S^a_{ij}W_{\nu\mu})P^a_{j\nu}.$$

Three limits show what the separation means.

- **Fixed basis.** If the functions do not follow the atoms, $\partial_a\Phi_\mu=0$ and (6) vanishes. Equation (7), including its metric piece, remains.
- **Basis that contains its own derivatives.** The eigenvalue equation says $\langle\Phi_\kappa|\tilde H-\varepsilon_n\tilde S|\tilde\psi_n\rangle=0$ for every $\kappa$. If $\partial_a\Phi_\mu$ lies in the span of the basis, (6) is zero. Nothing similar removes (7).
- **Rigid atom.** $P^a_{i\mu}$ depends on $X_\mu-Y_a$. For an orbital on atom $a$ itself, the changes from $X$ and $Y$ cancel when the atom moves rigidly. A code may therefore skip on-site derivatives of $P$ in the total, but not when it reports (6) and (7) separately.

The division of (7) into Hamiltonian and metric pieces depends on the energy zero. Under the constant potential of Section 3, $\Delta H$ gains $v_0\Delta S$ and $\varepsilon_n$ gains $v_0$. The difference in (7) is unchanged, though each piece shifts.

## 5. A molecule: H₂ at 0.90 Å

The example is restricted Hartree–Fock for H₂. Two electrons share one orbital, so each spin density is $n/2$. With $C=e^2/4\pi\varepsilon_0$, exchange contributes $-2\cdot\tfrac12C(n/2|n/2)=-\tfrac14C(n|n)$, half the Hartree energy $\tfrac12C(n|n)$ with opposite sign. The energy thus depends on the density through $\tfrac14C(n|n)$ and fits form (3). Correlation and nuclear motion are left out.

The partial waves are the hydrogen 1s and 2s functions. Inside $r_c=0.35$ Å each is replaced by $b_0+b_1r^2+b_2r^4$, matched in value, slope and curvature. The projectors are

$$p_i=\sum_j(B^{-1})_{ij}w\tilde\phi_j,\quad w=(1-r^2/r_c^2)^2,\quad B_{ij}=\langle\tilde\phi_i|w|\tilde\phi_j\rangle.$$

The compensation shape is a normalized Gaussian $g_a\propto e^{-\gamma r^2}$ with $\gamma=16/r_c^2$; its small tail beyond $r_c$ is neglected in the on-site terms. Partial waves with $p$ symmetry are omitted. Only monopoles then occur, with $\Delta_{0}=\Delta S$, and

$$\tilde E=C\left[\tfrac14(N|N)-\sum_a(N|g_a)+(g_1|g_2)\right],$$

$$\Delta E^a=\mathrm{Tr}(D^a\Delta T)-C\left[(n^a|\delta_a)-(N^a|g_a)\right]+\tfrac C4\left[(n^a|n^a)-(N^a|N^a)\right],$$

where $\delta_a$ is the point nucleus. Each atom carries four s Gaussians $e^{-\alpha r^2}$ with $\alpha=0.4,\ 1,\ 2.5,\ 6$ Å⁻². Two-centre Gaussian integrals are analytic, radial ones use Gauss–Legendre quadrature, and the orbital is iterated to self-consistency.

**The norm.** The smooth orbital has norm 0.991722, so the two spheres supply $1-0.991722=0.008278$. With two electrons and two equal atoms, the compensation charge per atom is $2\times0.008278/2=0.008278$ electrons. Building the all-electron orbital explicitly, with the $\chi$ term kept, gives a norm of 1.000000. For this orbital the dropped remainder is below $10^{-6}$.

**The energy.** PAW gives −30.24 eV. An all-electron calculation with thirteen s Gaussians per atom, reaching far tighter exponents, gives −30.31 eV. The four smooth Gaussians used without PAW give −29.83 eV. Relative to the tight all-electron basis the errors are 0.07 and 0.49 eV. That reference also lacks polarization functions and correlation; with polarization (cc-pV5Z) the Hartree–Fock energy is −30.46 eV, 0.14 eV lower. The remaining 0.07 eV comes mostly from the smooth basis: with eight s Gaussians per atom ($\alpha=0.15\times2^k$ Å⁻², $k=0,\dots,7$) PAW gives −30.308 eV, within 0.01 eV of the s-basis reference.

**The force.** Take the left atom, with positive values pointing towards its partner. The second column comes from five-point finite differences of the self-consistent energy, moving one set of centres at a time.

| Part | Formula (eV/Å) | Difference (eV/Å) |
|---|---:|---:|
| Pulay, $X$ | 3.5222 | 3.5222 |
| Projector, $Y$ | 0.6419 | 0.6419 |
| Explicit, $R$ | −0.1823 | −0.1823 |
| Total | 3.9818 | 3.9818 |

The total is 6.38 nN. The all-electron force in the tight s basis is 4.01 eV/Å (4.005 eV/Å in cc-pV5Z), so the PAW force is lower by 0.7% of that value. The four decimals in the table test the formulas, not convergence: the total is 3.995 eV/Å with eight s Gaussians per atom, and in the four-Gaussian basis it runs from 3.82 to 4.02 eV/Å as $r_c$ goes from 0.25 to 0.44 Å.

The projector part is $0.7256-0.0837=0.6419$ eV/Å, where the second number is the metric piece with the potential zero at infinity. The occupied level is −14.979 eV. The metric formula therefore implies

$$\frac{\partial\langle\tilde\psi|\tilde S|\tilde\psi\rangle}{\partial Y}=\frac{-0.0837}{2(-14.979)}\ \text{Å}^{-1}=0.0028\ \text{Å}^{-1}.$$

Moving the left projectors towards the partner raises the norm. Restoring normalization costs part of a negative eigenvalue, hence the outward metric force.

The small explicit part hides a large cancellation. Differentiating $\tilde E$ with respect to the centre of $g_a$, with $N$ held fixed in the first term, gives

$$F^{\rm expl}_a=C\left[(1-\tfrac12Q_a)\,\partial_a(g_a|N)-(1-Q_a)\,\partial_a(g_a|g_b)\right].$$

At this distance the two Gaussians interact as point charges, so the second term is $-(1-0.0083)\times14.400/0.90^2=-17.63$ eV/Å. The first must then be $-0.18+17.63=17.45$ eV/Å. Electronic attraction and nuclear repulsion nearly balance in this basis, and the Pulay force carries most of the bond's pull.

## 6. Letting the basis follow itself

The second limit of Section 4 can be approached in practice. Add to each atom a copy of its four Gaussians, displaced by $h=0.10$ Å towards the partner and moving with the atom. By Taylor expansion,

$$\frac{\Phi(X+h)-\Phi(X)}h=\partial_X\Phi+\frac h2\partial_X^2\Phi+\cdots,$$

so the enlarged basis nearly contains the derivative of each original function. The copies move too, and expanding about $X+h$ shows that the same quotient equals $\partial_X\Phi(X+h)-\tfrac h2\partial_X^2\Phi(X+h)+\cdots$. What is left in (6) therefore involves second derivatives, which the basis does not contain, so the Pulay force is reduced rather than removed. It also lets the charge polarize along the bond. The energy falls by $30.393-30.240=0.153$ eV. The force parts change as follows.

| Part | First basis (eV/Å) | With copies (eV/Å) |
|---|---:|---:|
| Pulay | 3.522 | 0.036 |
| Projector | 0.642 | 0.824 |
| Explicit | −0.182 | 3.075 |
| Total | 3.982 | 3.935 |

For this displacement the Pulay force drops to 1% of its former value, while the total changes by 0.047 eV/Å. The size of the remainder depends on $h$: it is 0.002 eV/Å at 0.05 Å, 0.137 eV/Å at 0.20 Å and 0.210 eV/Å at 0.30 Å. Eight centred s Gaussians per atom, by contrast, also lower the energy but leave a Pulay force of 3.31 eV/Å. The pull has moved into the other two parts, chiefly the explicit one, which gains $3.075+0.182=3.257$ eV/Å. The projector part has grown.

This settles the opening decision for this molecule. In the first basis, omitting the Pulay force would remove $3.522/3.982=88\%$ of the total. In the second it would remove $0.036/3.935=0.9\%$. Omitting the projector force would remove 16% in the first basis and 21% in the second, so enlarging the basis does not excuse its absence. These shares belong to the chosen PAW data, not to the molecule. In the first basis the projector share is 8% for $r_c=0.25$ Å and 26% for $r_c=0.44$ Å, and taking $\gamma=25/r_c^2$ moves about 0.12 eV/Å from the projector part to the explicit part while the total stays at 3.982 eV/Å.

## 7. Translation as a limit on the whole

If $X$, $Y$ and $R$ all shift by the same vector, integrals that depend on relative positions do not change. The total force summed over atoms is therefore zero. The argument says nothing about each part alone, since shifting the basis while the nuclei stay behind is a real change.

In symmetric H₂ the parts cancel between the atoms by reflection, which hides this. Remove the tightest Gaussian from the right atom in the first basis. The sums over both atoms become −0.380 eV/Å for Pulay, 0.091 for projector and 0.290 for explicit forces. They add to zero within rounding. A nonzero net force can thus expose a missing part in an asymmetric system, whereas in a symmetric one it may not.

The same argument shows where the rule fails. If integrals are evaluated on a grid fixed in space, the energy can depend on the position of the atoms relative to the grid points. Translation invariance is then approximate, and a small net force may remain even when all three parts are present.
